Steady Etch Rate and Initiation Delay from Two Depths

PROBLEM

Two identical silicon samples are etched in the same plasma under the same settings. The first is removed after t₁ = 60 s and has an etch depth d₁ = 180 nm. The second is removed after t₂ = 120 s and has a depth d₂ = 420 nm. Time runs from plasma ignition, and depth is measured from the original silicon surface.

Assume that nothing is removed from the silicon during an initial delay t₀, and that it then etches at a constant rate R. Both samples have the same delay.

(a) Find R and t₀.

(b) An operator divides each depth by its own time. What are the relative errors of these averages as estimates of R? How long must a run be for the error to shrink to 5 %?

(c) A depth D = 600 nm is wanted. Find the correct etch time, and the excess depth that results if the time is set from each average.

(d) Each depth has an independent standard error s = 5 nm. Find the standard errors of R and t₀.

(e) Do the two depths prove that there was a delay? Which third run would help to decide?

HINTS

For (a), draw depth against time. The rate is the slope of the line through the two points, and the delay is where that line meets the time axis.

For (b), an average d/t is the slope of a line drawn from the origin. Insert the model for d before inserting numbers.

For (c), the operator's time is D divided by the average. Put that time back into the true law.

For (d), differentiate R and t₀ with respect to each depth. Independent errors add in squares.

For (e), count the unknowns, then look for another two-parameter curve through the same points.

SOLUTION

(a) Rate and delay

The assumed law is

d(t) = 0 for t < t₀,
d(t) = R(t − t₀) for t ≥ t₀.

Both depths are nonzero, so in this model both samples were removed after the delay had ended. Therefore

d₁ = R(t₁ − t₀),
d₂ = R(t₂ − t₀).

Subtracting the first equation from the second cancels t₀, because both samples lost the same time:

d₂ − d₁ = R(t₂ − t₁),

R = (d₂ − d₁)/(t₂ − t₁) = (420 − 180)/(120 − 60) = 4.0 nm/s.

This is 240 nm/min. Dividing the first equation by R and rearranging gives the delay:

t₀ = t₁ − d₁/R = 60 − 180/4.0 = 15 s.

The result is less than 60 s, as the calculation required. The condition matters. Suppose the earlier sample had been removed at 10 s, inside the delay, with zero depth. Joining that point to the one at 60 s would give 180/50 = 3.6 nm/s, which is too low, because 5 s of waiting would be counted as etching. A sample with no silicon removed cannot be used as a point on the line.

(b) Error of the single-time averages

For t > t₀ the average is

d/t = R(t − t₀)/t = R(1 − t₀/t).

Its relative error, taken with respect to R, is

(d/t − R)/R = −t₀/t.

The minus sign says that the average is too low: the depth was produced in a time t − t₀ but is divided by the longer time t. For the two samples,

180/60 = 3.0 nm/s, error −15/60 = −25 %,
420/120 = 3.5 nm/s, error −15/120 = −12.5 %.

Doubling the time halves the error. The two averages differ although the etch rate after the delay is the same, so the increase from 3.0 to 3.5 nm/s is no sign of an accelerating etch in this model.

An error of 5 % in size requires t₀/t = 0.05, hence

t = 15/0.05 = 300 s.

The error falls only as 1/t, so long runs are a slow cure. Two shorter runs remove the delay by subtraction, provided that the delay is the same in both.

(c) Etch time for 600 nm

Setting d = D in the law and solving for time gives

t_D = t₀ + D/R = 15 + 600/4.0 = 165 s.

This extends the constant rate beyond the last measured time, which is an added assumption.

An operator who uses the first average chooses

t_w = D/(d₁/t₁) = D t₁/d₁ = 600/3.0 = 200 s.

The depth actually reached is R(t_w − t₀), so the excess is

Δ = R D t₁/d₁ − R t₀ − D.

The first equation of part (a) gives R t₁ = d₁ + R t₀. Substituting this in the first term,

Δ = (d₁ + R t₀)D/d₁ − R t₀ − D
  = D + R t₀ D/d₁ − R t₀ − D
  = R t₀(D/d₁ − 1).

The product R t₀ = 60 nm is the depth that would have been etched during the delay. The first average therefore gives

Δ = 60(600/180 − 1) = 140 nm.

The second average gives a time 600/3.5 = 171.4 s. The same derivation with d₂ in place of d₁ gives

Δ = 60(600/420 − 1) = 25.7 nm.

The formula vanishes when D equals the calibration depth: an average reproduces the run from which it was taken. For a deeper target the etch goes too far, since the average adds a further share of the delay, t₀/d₁, for each additional nanometre. For a shallower target Δ is negative and the etch stops short. The formula requires t_w to be at least t₀, which for the first average means a target of at least 45 nm. Below that, the etch ends during the delay and removes no silicon. A rate that is too low can thus produce a hole that is too deep or too shallow, depending on the target.

(d) Effect of reading errors

Write Δt = t₂ − t₁ = 60 s and Δd = d₂ − d₁ = 240 nm. The times are taken as free of error. Since R = Δd/Δt,

∂R/∂d₁ = −1/Δt,
∂R/∂d₂ = +1/Δt.

Adding the two independent contributions in squares,

s_R = √(s²/Δt² + s²/Δt²) = √2 s/Δt = √2 × 5/60 = 0.12 nm/s.

This is 2.9 % of R. The first average is low by 1.0 nm/s, so its error is much larger than the uncertainty of the two-point rate.

For the delay, write t₀ = t₁ − d₁Δt/Δd. When d₁ changes, both d₁ and Δd change, and ∂(1/Δd)/∂d₁ = +1/Δd². Thus

∂t₀/∂d₁ = −Δt/Δd − d₁Δt/Δd²
        = −Δt(Δd + d₁)/Δd²
        = −Δt d₂/Δd².

Now use d₂ = R(t₂ − t₀) = Δd(t₂ − t₀)/Δt:

∂t₀/∂d₁ = −(t₂ − t₀)/Δd.

Similarly, with ∂(1/Δd)/∂d₂ = −1/Δd² and d₁ = Δd(t₁ − t₀)/Δt,

∂t₀/∂d₂ = +d₁Δt/Δd² = (t₁ − t₀)/Δd.

The standard error to first order in s is therefore

s_t₀ = s√[(t₁ − t₀)² + (t₂ − t₀)²]/Δd
     = 5√(45² + 105²)/240 = 2.4 s.

The delay is thus 15 s with a standard error of about 2 s. This is about 16 % of the delay, compared with 2.9 % for the rate. The two errors are linked: reading d₂ too high raises both R and t₀, while reading d₁ too high lowers both. They must not be combined as independent errors when an etch time is predicted.

(e) What two depths cannot show

Two depths determine two unknowns and leave nothing over to test the assumed law. The values in (a) follow from the data together with the assumption of a wait and a constant rate.

A power law without any delay shows the difficulty. Let d = c tᵖ. Dividing its values at the two times removes c:

d₂/d₁ = (t₂/t₁)ᵖ,

p = ln(d₂/d₁)/ln(t₂/t₁) = ln(7/3)/ln 2 = 1.222.

This curve passes through both points. Its rate, p c tᵖ⁻¹, grows with time because p > 1, so it has neither a delay nor a steady rate.

At 30 s the delayed straight line predicts 4.0(30 − 15) = 60 nm. The power law predicts 180(30/60)ᵖ = 77.1 nm, a difference of 17.1 nm. At 90 s the predictions are 300 nm and 295.5 nm, a difference of 4.5 nm in size. The earlier run separates the two laws better.

One reading at 30 s might still not settle the matter. The line's own prediction is uncertain. Extended back to 30 s, it gives 1.5d₁ − 0.5d₂. Comparing it with a third depth d₃ means examining

d₃ − 1.5d₁ + 0.5d₂,

whose standard error is 5√(1 + 2.25 + 0.25), or about 9 nm. The difference of 17.1 nm is less than twice this, so if the power law is true, one reading will often fail to rule out the line. The reverse test is somewhat sharper. The power law predicts d₁²/d₂ at 30 s, and comparing this with d₃ has a standard error of 5√(1 + 0.857² + 0.184²), or about 6.6 nm. If the line is true, the power law misses by about 2.6 times this error. Repeated runs at all three times would reduce the uncertainty.

A third run close to the fitted delay is a better choice. At 15 s the delayed line predicts no etching, while the power law predicts 180(15/60)ᵖ = 33.1 nm. The line extended back to 15 s gives 1.75d₁ − 0.75d₂, so the standard error of the comparison is 5√(1 + 1.75² + 0.75²), or about 11 nm. The two laws now differ by about three times this error, and a single reading can tell these two apart fairly well. Other laws remain possible. The gradual start of Variation 1 gives 21.6 nm at 15 s, only about two standard errors from either prediction. A depth near zero would support a true wait, but an intermediate depth would leave the question open.

The numbers beside a real process

A rate of a few hundred nanometres per minute is ordinary for silicon in a chlorine or hydrogen bromide plasma. One possible cause of a delay is the native oxide, which these plasmas remove much more slowly than silicon. Take a rough oxide thickness of 2 nm. If its removal accounts for the whole delay, the oxide rate is 2/15 = 0.13 nm/s, and silicon etches 30 times faster. The implied oxide rate can be checked against one measured on an oxide film under the same settings. A process with a separate oxide-removal step should have a shorter delay from this cause.

The choice of depth zero has a small effect here. If the recorded depths were measured from the top of the oxide, the silicon depths would be 178 and 418 nm. Their difference, and hence R, is unchanged, but the delay becomes 60 − 178/4.0 = 15.5 s.

Wafer heating can matter more. Suppose the rate is proportional to exp(−E/kT), with Boltzmann's constant k and a rough activation energy E = 0.05 eV. Warming from 330 K to 340 K, at otherwise fixed conditions, multiplies the rate by

exp[(E/k)(1/330 − 1/340)] = 1.053.

This change of 5.3 % exceeds the 2.9 % reading error of R. If the rate were lower by this factor before 60 s and equal to 4.0 nm/s afterwards, the first 180 nm would have taken 1.053 × 45 s, or about 47 s. The true delay would then be nearly 13 s, and the two-point value would be about 2 s too long. This abrupt step is a severe case. If the same 10 K of warming is spread evenly over the 120 s, the two-point delay is only about 1 s too long.

VARIATION 1: A GRADUAL START

Suppose that the rate rises smoothly from zero to a final value R_g:

r(t) = R_g(1 − e^(−t/τ)).

What does the delay mean now, and how far do the answers in (a) move?

Integrating from 0 to t, with ∫₀ᵗ e^(−u/τ) du = τ(1 − e^(−t/τ)), gives

d(t) = R_g[t − τ(1 − e^(−t/τ))].

When t is much larger than τ, the exponential is negligible and

d(t) ≈ R_g(t − τ).

The late depths lie on the same kind of line as before, with τ in place of t₀. Here τ is not a period without etching. It is the etching time lost in total, since

∫₀^∞ (1 − r/R_g) dt = ∫₀^∞ e^(−t/τ) dt = τ.

At early times, e^(−t/τ) ≈ 1 − t/τ + t²/(2τ²). The terms linear in t cancel and d ≈ R_g t²/(2τ), so some silicon is removed from the start.

To fit the data, divide the two depths so that R_g cancels:

[t₂ − τ(1 − e^(−t₂/τ))]/[t₁ − τ(1 − e^(−t₁/τ))] = 420/180.

Solving this equation for τ by numerical root finding gives τ = 15.57 s. Either depth then gives R_g = 4.022 nm/s, about 0.5 % above the answer in (a). The two-point slope is slightly low because the rate has not quite reached its final value at 60 s: e^(−60/15.57) is about 0.02.

The rate and the lost time are therefore insensitive to this change of model. The early depth is less so: at 30 s the gradual law gives 67.1 nm instead of 60 nm. This difference is smaller than the 9 nm uncertainty found in (e), so one run at 30 s would not distinguish a sharp start from a gradual one.

VARIATION 2: SLOWING IN A TRENCH

The same depths are now measured at the floor of a long trench of width w = 1000 nm. Suppose that the supply of neutral reactant limits the rate, and that a neutral reacts with probability S = 0.2, a rough value, when it hits the floor. The side walls do not react. Find the initial rate and the delay.

Assume that neutrals cross the trench without colliding with one another and leave each surface in random, diffuse directions. Let K be the probability that a neutral entering the mouth reaches the floor. Mouth and floor have equal areas, so by symmetry a neutral leaving the floor escapes with the same probability K and returns with probability 1 − K. If the slight unevenness of the flux across the floor is neglected, these probabilities apply to every trip, and the mean number of floor hits per entering neutral is

K[1 + (1 − S)(1 − K) + (1 − S)²(1 − K)² + …]
= K/[1 − (1 − S)(1 − K)]
= K/(K + S − KS).

This is also the ratio of floor flux to mouth flux. Dividing numerator and denominator by K turns it into

1/[1 + S(1/K − 1)].

For a shallow trench of depth z, let a = z/w. Each wall has area a relative to the mouth and receives about half the mouth flux, because the mouth fills half of its view. The two walls together intercept a fraction 2 × a × ½ = a. Half of these neutrals are sent down and half up, so

K ≈ 1 − a + a/2 = 1 − a/2 ≈ 1/(1 + a/2).

Then 1/K − 1 = a/2, and the flux ratio is 1/(1 + Sz/2w). At a = 0.42, the depth reached after 120 s, it equals 1/1.042 = 0.9597. Dividing the mouth, walls and floor into 40 strips each and solving the linear equations for the exchange of particles between them gives 0.9598. The shallow-trench formula is therefore adequate here for the flux averaged over the floor, although agreement to this many digits is partly a cancellation of small errors. It should not be carried over to deep, narrow trenches. The loss is also not spread evenly: over the middle fifth of the floor the flux ratio is about 0.98, so the shortfall there is about half the average. The numbers below apply to the mean floor depth. For depths read at the trench centre, the rate correction is about half as large, with R₀ near 4.06 nm/s and t₀ near 15.6 s.

With R₀ the rate at zero depth,

dz/dt = R₀/(1 + Sz/2w).

Separate the variables and integrate from z = 0 at t = t₀:

∫₀ᶻ (1 + Sz′/2w) dz′ = R₀(t − t₀),

z + Sz²/(4w) = R₀(t − t₀).

The left side now plays the part of the depth in (a). With S/(4w) = 0.00005 nm⁻¹, its values are

180 + 0.00005 × 180² = 181.62 nm,
420 + 0.00005 × 420² = 428.82 nm.

Hence

R₀ = (428.82 − 181.62)/60 = 4.12 nm/s,
t₀ = 60 − 181.62/4.12 = 15.9 s.

The initial rate is 3.0 % higher than the straight-line rate, and the delay is about 0.9 s longer. The straight line averages over an etch that is slowing down. After the 165 s found in (c), solving the quadratic equation for z gives 596.4 nm, so the trench is 3.6 nm short of its target.

The correction grows with S and with depth, and vanishes for a very wide trench. The mouth was placed at the silicon surface. A mask adds to the depth that neutrals must cross: a 500 nm mask with non-reacting walls changes the fit to about 4.10 nm/s and 15.8 s, where R₀ is now the rate at the bottom of the mask opening. If ion bombardment rather than neutral supply limits the rate, this law does not apply.
